# Speed of an equidistant step train with fast attachment

Consider a crystal surface made of flat terraces separated by straight, parallel steps a distance \(L\) apart. Atoms arrive from the vapour at a flux \(F\) per unit area, diffuse as adatoms with coefficient \(D\), and desorb after a mean time \(\tau\) unless a step takes them first. With fast attachment, exchange between step and terrace keeps the adatom density beside every step at its equilibrium value \(c_{\rm eq}\). If the density were \(c_{\rm eq}\) everywhere, the desorption flux would be \(F_{\rm eq}=c_{\rm eq}/\tau\), and an incident flux of this size would leave the steps at rest. For non-interacting adatoms the balance equation is linear, so measuring the density from \(c_{\rm eq}\) replaces the source \(F\) by the net flux \(F-F_{\rm eq}\) and the boundary values by zero. The current \(J\) into a step, in atoms per unit step length and time, is therefore proportional to \(F-F_{\rm eq}\).

The ratio \(J/(F-F_{\rm eq})\) is a length, and it can depend on \(D\), \(\tau\) and \(L\). Without \(L\), the one length available is \(x_s=\sqrt{D\tau}\), the diffusion length before desorption. Hence

\[
J=(F-F_{\rm eq})\,x_s\,g(L/x_s).
\]

Let \(\Omega\) be the area per atom of the layer that one step adds. A step advancing at speed \(v\) towards the lower terrace consumes \(v/\Omega\) atoms per unit length and time, so \(v=\Omega J\). The adatom densities on its two sides are equal, so its motion adds no further storage term. Mirror symmetry of the terrace about its middle makes the two adjoining terraces contribute equally. What remains is the function \(g\).

Place \(x=0\) at the middle of a terrace, with steps at \(x=\pm L/2\). Suppose that the adatom field settles much faster than the steps move, that no islands form, and that there is no drift. The steady balance of diffusion, desorption and deposition is

\[
D\frac{d^2c}{dx^2}-\frac{c}{\tau}+F=0,\qquad c(\pm L/2)=c_{\rm eq}.
\]

The uniform solution is \(F\tau\). The difference \(u=c-F\tau\) obeys \(x_s^2u''=u\), whose symmetric solution is \(u=A\cosh(x/x_s)\). The boundary condition gives \(A\cosh(L/2x_s)=c_{\rm eq}-F\tau\), so

\[
c(x)=F\tau-(F\tau-c_{\rm eq})\frac{\cosh(x/x_s)}{\cosh(L/2x_s)} .
\]

The current towards positive \(x\) is \(-D\,dc/dx\). At the right-hand step it is

\[
-D\,c'(L/2)=\frac{D}{x_s}(F\tau-c_{\rm eq})\tanh\frac{L}{2x_s}
=x_s(F-F_{\rm eq})\tanh\frac{L}{2x_s}.
\]

The last form uses \(F\tau-c_{\rm eq}=\tau(F-F_{\rm eq})\) and \(D\tau=x_s^2\). The terrace beyond the step supplies the same amount, which is the origin of the factor two:

\[
v=2\Omega\,(F-F_{\rm eq})\,x_s\tanh\frac{L}{2x_s}.
\]

The net flux is thus the incident flux minus the equilibrium desorption flux. If \(F<F_{\rm eq}\), the speed is negative and the steps retreat.

For \(L\ll x_s\), \(\tanh(L/2x_s)\simeq L/2x_s\) gives \(v\simeq\Omega(F-F_{\rm eq})L\): each step collects the net supply of one full terrace width, and \(x_s\) drops out. For \(L\gg x_s\), the speed tends to \(2\Omega(F-F_{\rm eq})x_s\), because a step then draws on a strip of effective width \(x_s\) on either side. Between these limits, the fraction of the net flux that is built into the crystal is

\[
\frac{v}{\Omega(F-F_{\rm eq})L}=\frac{\tanh z}{z},\qquad z=\frac{L}{2x_s}.
\]

The rest leaves as extra desorption, since during growth the density between steps exceeds \(c_{\rm eq}\). For small \(z\), \(\tanh z\simeq z-z^3/3\), so the lost fraction is about \(z^2/3\).

As an example take silicon on a very flat Si(111) surface at 1373 K, where desorption matters. Steps one bilayer high have height \(h=a/\sqrt3=0.3136\) nm for the lattice parameter \(a=0.5431\) nm. The crystal holds eight atoms per volume \(a^3\), so

\[
\Omega=\frac{a^3}{8h}=\frac{\sqrt3\,a^2}{8}=0.06386\ \text{nm}^2 .
\]

This is half the area of the surface unit cell, because a bilayer has two atoms per cell. The kinetic parameters are rough, rounded values in the regime of this surface: \(D=10^{-5}\) cm²/s, \(\tau=1\) s and \(c_{\rm eq}=0.50\) nm\(^{-2}\). This \(c_{\rm eq}\) is 0.06 adatoms per surface cell; the real high-temperature surface is reported to carry several times more, so treating its adatoms as a dilute, non-interacting gas is an idealisation. The chosen values give \(x_s=31.62\) µm and \(F_{\rm eq}=0.500\) nm\(^{-2}\)s\(^{-1}\). With \(F=0.550\) nm\(^{-2}\)s\(^{-1}\) the net flux is 0.050 nm\(^{-2}\)s\(^{-1}\). For \(L=20\) µm, \(z=0.3162\) and \(\tanh z=0.3061\), hence

\[
v=2(0.06386)(0.050)(31620)(0.3061)\ \text{nm/s}\simeq 61.8\ \text{nm/s}.
\]

The narrow-terrace estimate is 63.9 nm/s, so 96.8% of the net flux is captured. The film thickens at \(hv/L=0.058\) nm/min.

The terrace equation was also solved by finite differences at six spacings from \(0.05x_s\) to \(30x_s\), for this flux and for \(F=0\). The largest relative difference from the formula was \(8.4\times10^{-5}\).

The first assumption to examine is that the steps stand still while the adatoms diffuse. In a frame moving with the steps, let \(\xi\) run from one step at \(\xi=0\) across the terrace ahead of it to the next at \(\xi=L\). A steadily moving profile obeys

\[
D c''+v c'-\frac{c}{\tau}+F=0 .
\]

Set \(\Delta=F\tau-c_{\rm eq}\), \(p=v/2D\) and \(c-F\tau=e^{-p\xi}w(\xi)\). The terms in \(w'\) then cancel, leaving

\[
w''=\kappa^2w,\qquad \kappa^2=p^2+\frac1{x_s^2},\qquad w(0)=-\Delta,\quad w(L)=-\Delta e^{pL}.
\]

The solution with these end values is

\[
w(\xi)=\frac{w(0)\sinh\kappa(L-\xi)+w(L)\sinh\kappa\xi}{\sinh\kappa L},
\]

and its end slopes are

\[
w'(0)=\kappa\frac{w(L)-w(0)\cosh\kappa L}{\sinh\kappa L},\qquad
w'(L)=\kappa\frac{w(L)\cosh\kappa L-w(0)}{\sinh\kappa L}.
\]

In a periodic train, the diffusion current into one step equals the total leaving one terrace through its two ends, \(D[c'(0)-c'(L)]\). The contributions \(vc_{\rm eq}\) on the two sides of a step cancel. Since \(c'=e^{-p\xi}(w'-pw)\), the terms \(-pw\) contribute \(+p\Delta\) to the difference \(c'(0)-c'(L)\) from the first end and \(-p\Delta\) from the second, and they cancel too. What remains is

\[
w'(0)-e^{-pL}w'(L)=\frac{\kappa\Delta}{\sinh\kappa L}\left(2\cosh\kappa L-e^{pL}-e^{-pL}\right),
\]

so the speed satisfies the implicit equation

\[
v=2\Omega D\Delta\,\kappa\,\frac{\cosh\kappa L-\cosh pL}{\sinh\kappa L}.
\]

At \(p=0\), the identity \((\cosh y-1)/\sinh y=\tanh(y/2)\) returns the earlier formula. The right-hand side is even in \(p\), so a small correction starts at second order. On narrow terraces it is smaller still: for \(\kappa L\ll1\) the numerator is about \((\kappa^2-p^2)L^2/2=L^2/2x_s^2\), and \(p\) drops out at leading order.

A deliberately severe case, in units with \(D=\tau=1\), has \(L=1.5\), \(F=3\), \(c_{\rm eq}=0.2\) and \(\Omega=0.8\). A self-consistent finite-difference solution gives \(v=2.9375\), which satisfies the implicit equation within a relative tolerance of \(10^{-4}\). The static formula gives 2.8455, about 3% less. In the silicon example the relative correction is \(8\times10^{-10}\).

The same equation covers a uniform drift of the adatoms at velocity \(v_d\), since the coefficient of \(c'\) becomes \(v-v_d\) and \(p=(v-v_d)/2D\). An electric field \(E\) acting on an effective charge \(qe\) gives \(v_d=DqeE/kT\). For rough values \(q=0.1\) and \(E=5\) V/cm, the drift alone changes the speed by a relative \(4\times10^{-8}\). This holds for a train kept equidistant; it does not show that equal spacing is stable.

The adatom field must also settle before the steps have moved far. A disturbance that vanishes at both steps is a sum of sines, and the slowest, \(\sin(\pi\xi/L)\), decays at the rate \(1/\tau+\pi^2D/L^2\). Its decay time is 0.039 s here, while a step needs 324 s to cross one terrace.

Attachment is never infinitely fast. Let the current into a step from either side be \(k(c-c_{\rm eq})\), and define the length \(d=D/k\). With \(c=F\tau-B\cosh(x/x_s)\), the condition at \(x=L/2\) is

\[
\frac{DB}{x_s}\sinh z=k\left(\Delta-B\cosh z\right),\qquad
B=\frac{\Delta}{\cosh z+(d/x_s)\sinh z}.
\]

The current from one side is \((DB/x_s)\sinh z\). Doubling it and dividing numerator and denominator by \(\cosh z\) gives

\[
v=\frac{2\Omega(F-F_{\rm eq})x_s\tanh z}{1+(d/x_s)\tanh z}.
\]

For the speed, attachment therefore counts as fast when \(d\tanh z\ll x_s\). The density profile sets a stricter condition: the mid-terrace excess \(\Delta-B\) is unchanged only if \((d/x_s)\sinh z\ll\cosh z-1\), which on narrow terraces means \(d\ll L/4\). An assumed \(d=1\) µm lowers the speed in the example by about 1%; the divisor reaches 1.1 at \(d=10.3\) µm.

A different failure occurs if one edge of each terrace reflects adatoms while the other still attaches them quickly. With the steps treated as fixed, a reflecting edge acts as the mid-line of a symmetric terrace of width \(2L\), so each step receives \(x_s(F-F_{\rm eq})\tanh 2z\) from one side alone. Since \(\tanh2z=2\tanh z/(1+\tanh^2z)\), the two-sided speed is divided by \(1+\tanh^2z\). With \(\tanh z=0.3061\) the divisor is about 1.09. On narrow terraces it tends to one, because the single open edge can still collect nearly everything; on wide terraces it tends to two.

Island nucleation sets a sharper limit. The density is highest at mid-terrace, where the profile gives the supersaturation

\[
\sigma=\frac{c(0)}{c_{\rm eq}}-1=\left(\frac{F}{F_{\rm eq}}-1\right)\left(1-\frac1{\cosh z}\right).
\]

For a dilute adatom gas, the free energy gained per atom joining an island is \(kT\ln(1+\sigma)\). A round island of radius \(r\), with edge energy \(\beta\) per unit length, costs

\[
G(r)=2\pi r\beta-\frac{\pi r^2}{\Omega}kT\ln(1+\sigma).
\]

Setting \(dG/dr=0\) gives \(r^*=\beta\Omega/[kT\ln(1+\sigma)]\), and substitution gives the barrier

\[
G^*=\frac{\pi\beta^2\Omega}{kT\ln(1+\sigma)} .
\]

In the example \(\sigma=0.48\%\). With a rough \(\beta=0.20\) eV/nm and \(kT=0.1183\) eV, \(G^*=14.2\) eV, or about 120 \(kT\). To judge whether this suffices, take a nucleation rate \(Dc^2e^{-G^*/kT}\) per unit area, an order-of-magnitude prefactor, with the mid-terrace density used everywhere. Count nuclei on an \(L\times L\) patch during the time \(L/v\). The expected number is about \(3\times10^{-33}\), so step flow is safe in this model as long as both edges attach adatoms instantly. It would reach one if \(\beta\) were 0.12 eV/nm, which shows how strongly the conclusion rests on the edge energy. It rests on attachment too. With finite \(d\), \(\cosh z\) in \(\sigma\) is replaced by \(\cosh z+(d/x_s)\sinh z\). For \(d=1\) µm this gives \(\sigma=0.57\%\) and a barrier of 101 \(kT\), and one nucleus is expected at \(d\simeq9.5\) µm, where the speed has fallen by less than 10%. With one reflecting edge the highest supersaturation is \((F/F_{\rm eq}-1)(1-1/\cosh 2z)=1.7\%\), the barrier is 34 \(kT\), and the same estimate gives about \(10^5\) nuclei.

At fixed fluxes and \(\beta=0.20\) eV/nm, one nucleus is expected at \(L\simeq33.5\) µm, close to \(x_s\). The formula gives 149 nm/s at 60 µm and 201 nm/s at 200 µm, near its ceiling of 202 nm/s, but the nucleation estimate at both spacings is enormous. By this estimate, the saturated limit is not reachable by step flow at the chosen flux. A smaller net flux lowers \(\sigma\) in proportion and raises the barrier.

Sublimation needs the same caution. At \(F=0\) the net flux is ten times larger in size and negative, and the formula gives \(-618\) nm/s for \(L=20\) µm. The mid-terrace undersaturation is then 4.8%. If vacancy islands have the same edge energy, their barrier is about ten times lower than that for growth, near 12 \(kT\). By the same estimate they would form, so this speed describes a train in which vacancy nucleation has been excluded by assumption.

A spacing of 20 µm requires a miscut of only 0.0009°. A miscut of 0.1° gives \(L=0.18\) µm instead. At the same temperature and fluxes, the steps then move at 0.57 nm/s and capture practically the whole net flux, so the speed says almost nothing about \(x_s\). On real Si(111) heated by a direct current, steps can bunch; the assumption of equal spacing then fails, and a single \(L\) no longer fixes the speeds.

The speed is also very sensitive to temperature when the net flux is a small difference of two larger fluxes. Let \(F_{\rm eq}\) vary as \(e^{-E_s/kT}\), with a rough sublimation energy \(E_s=4.5\) eV. A rise of 1 K increases \(F_{\rm eq}\) by about 2.8%, or 0.014 nm\(^{-2}\)s\(^{-1}\). With \(F\) and \(x_s\) held fixed, this removes 28% of the net flux of 0.050 nm\(^{-2}\)s\(^{-1}\), and the speed falls by the same fraction. Reducing the net flux to suppress nucleation makes this relative error larger in inverse proportion. The table at the end of the check's output lists the speed, the captured fraction and the nucleation estimate for five spacings at the original temperature.

## Table of computed values

```
temperature: 1373 K
thermal energy kT: 0.1183 eV
silicon lattice parameter: 0.5431 nm
bilayer step height: 0.3136 nm
atomic area Omega: 0.06386 nm^2
diffusion coefficient D: 1.0e-05 cm^2/s
desorption time tau: 1.0 s
adatom density at steps c_eq: 0.50 nm^-2
incident flux F: 0.550 nm^-2 s^-1
equilibrium flux F_eq: 0.500 nm^-2 s^-1
net flux: 0.050 nm^-2 s^-1
diffusion length xs: 31.62 um
step spacing L: 20.0 um
miscut angle for L: 0.00090 deg
L/(2 xs): 0.3162
tanh(L/(2 xs)): 0.3061
step speed, formula: 61.814 nm/s
step speed, finite differences: 61.814 nm/s
narrow-terrace estimate: 63.861 nm/s
wide-terrace ceiling: 201.95 nm/s
captured fraction of net flux: 0.9679
film growth rate: 0.0581 nm/min
speed with F = 0: -618.1 nm/s
largest relative error in speed tests: 8.4e-05
strong-motion test, moving-frame speed: 2.9375 (D=tau=1)
strong-motion test, static formula: 2.8455 (D=tau=1)
relative change from step motion: 8.0e-10
effective charge number: 0.1
heating field: 5.0 V/cm
relative change from field drift: 3.7e-08
assumed attachment length d: 1.0 um
speed loss from this d: 0.96 %
d that makes the divisor 1.1: 10.3 um
adatom relaxation time: 0.0389 s
time for a step to cross L: 324 s
sublimation energy: 4.5 eV
speed change for +1 K via F_eq: -28.1 %
step energy: 0.20 eV/nm
mid-terrace supersaturation: 0.480 %
nucleation barrier: 14.16 eV = 119.7 kT
step energy giving one nucleus: 0.123 eV/nm
spacing giving one nucleus: 33.5 um
table: L (um), v (nm/s), captured fraction, log10(nuclei)
     0.18     0.574   1.0000    -617071.6
     5.00    15.932   0.9979       -780.6
    20.00    61.814   0.9679        -32.5
    60.00   149.275   0.7792         12.8
   200.00   201.223   0.3151         19.2
```
